# Quadratically accurate SCF properties from an adjoint-weighted residual

## The error of an unconverged property

Stop a self-consistent-field (SCF) calculation early, and different results suffer differently. The Hartree–Fock energy is stationary under variations that keep the density matrix idempotent and its trace fixed, so a small density error of that kind enters the energy at second order. A dipole moment has no such protection. For water in a small basis, the density obtained by one diagonalization from superposed minimal-basis atomic densities gives a dipole of 1.311 \(e a_0\), whereas the converged density of the same model gives 1.035 \(e a_0\). Halving the density error halves the dipole error and does no better.

Part of the missing information is already available. The SCF residual measures how far the density is from self-consistency, and a suitable weight turns that residual into a correction of the dipole. The weight is the solution of an adjoint linear equation, known in quantum chemistry as the Z-vector equation.

## The SCF map and the linear error

Consider real, closed-shell Hartree–Fock theory in a finite orthonormal basis, in atomic units. Let \(D\) be the spin-summed density matrix, a real symmetric matrix, and let \(\langle A,B\rangle=\mathrm{tr}(A^TB)\). The Fock matrix is

\[
f(D)=h+V[D],\qquad V[D]_{pq}=\sum_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right]D_{rs}, \tag{1}
\]

with \(h\) the one-electron Hamiltonian and \((pq|rs)\) the Coulomb integral between the charge distributions \(pq\) and \(rs\). Diagonalizing \(f(D)\) and filling its lowest \(n\) orbitals \(c_i\) with two electrons each defines the SCF map and its residual,

\[
G(D)=2\sum_{i=1}^{n}c_ic_i^T,\qquad R(D)=G(D)-D. \tag{2}
\]

The converged density \(D_*\) satisfies \(R(D_*)=0\). The input \(D\) may be any nearby symmetric matrix. It need not be idempotent (in the sense \(D^2=2D\)) or have the correct trace, which matters because linear mixing of densities destroys idempotency.

One Cartesian component of the dipole is

\[
P(D)=P_{\rm nuc}+\langle m,D\rangle, \tag{3}
\]

where \(m\) is minus the matrix of the electron position, since the electron has charge \(-1\). Write \(e=D-D_*\) and \(P_*=P(D_*)\). Because \(P\) is linear in \(D\),

\[
P(D)-P_*=\langle m,e\rangle. \tag{4}
\]

Let \(J(D)\) be the derivative of \(G\) at \(D\), a linear operator on symmetric matrices, and let \(G''[e,e]\) be its second derivative taken twice along \(e\). A star marks evaluation at \(D_*\). Two assumptions are needed. First, a gap separates occupied from virtual orbitals of \(f\) along the segment from \(D_*\) to \(D\), so that \(G\) is smooth there. Second, \(1-J_*\) is invertible; by continuity \(1-J(D)\) is then invertible for \(D\) close enough to \(D_*\).

Taking the dipole of the output density instead does not change the order of the error. Since \(G(D)=D_*+J_*e+O(\|e\|^2)\),

\[
P(G(D))-P_*=\langle m,J_*e\rangle+O(\|e\|^2). \tag{5}
\]

The linear error has been multiplied by the response of the map, which may make it smaller or larger, but it is still linear.

## Choosing the weight

Add to the dipole the residual weighted by a symmetric matrix \(z\), as yet unknown:

\[
P_c(D;z)=P(D)+\langle z,R(D)\rangle. \tag{6}
\]

At convergence the added term vanishes for any \(z\), so the correct answer is not disturbed. Near convergence, expand \(G\) about its fixed point:

\[
R(D)=\left(D_*+J_*e+\tfrac12G''_*[e,e]\right)-(D_*+e)+O(\|e\|^3)
=-(1-J_*)e+\tfrac12G''_*[e,e]+O(\|e\|^3). \tag{7}
\]

Insert (4) and (7) into (6), and move \(1-J_*\) onto \(z\) by taking its transpose with respect to \(\langle\cdot,\cdot\rangle\). For a fixed \(z\),

\[
P_c(D;z)-P_*=\left\langle m-(1-J_*)^Tz,\;e\right\rangle+\tfrac12\langle z,G''_*[e,e]\rangle+O(\|e\|^3). \tag{8}
\]

The linear term vanishes for every \(e\) if and only if its left-hand factor is zero. This fixes the weight at \(D_*\) as the solution \(z_*\) of \((1-J_*)^Tz_*=m\), and the remaining error is \(+\frac12\langle z_*,G''_*[e,e]\rangle\).

In practice \(D_*\) is unknown, so the equation is solved at the density in hand:

\[
(1-J(D))^Tz(D)=m. \tag{9}
\]

Now \(z\) depends on \(e\), and the coefficient must be found afresh. Expand the residual about \(D\) and evaluate it at \(D_*=D-e\). The first derivative of \(R\) is \(J-1\), and its second derivative is \(G''\), so

\[
0=R(D-e)=R(D)+(1-J(D))e+\tfrac12G''_D[e,e]+O(\|e\|^3). \tag{10}
\]

Solve (10) for \(R(D)\) and take its product with \(z(D)\). By (9), \(\langle z(D),(1-J(D))e\rangle=\langle m,e\rangle\), hence

\[
\langle z(D),R(D)\rangle=-\langle m,e\rangle-\tfrac12\langle z(D),G''_D[e,e]\rangle+O(\|e\|^3). \tag{11}
\]

Adding (4) cancels the linear error. Replacing \(z(D)\) and \(G''_D\) by their values at \(D_*\) changes the last product only at third order, because each replacement costs a factor \(O(\|e\|)\). With \(P_c(D)\equiv P_c(D;z(D))\),

\[
P_c(D)-P_*=-\tfrac12\langle z_*,G''_*[e,e]\rangle+O(\|e\|^3). \tag{12}
\]

This is the central result: the corrected dipole has a quadratic error with a known coefficient. Its sign is opposite to that for the frozen weight \(z_*\), and the difference can be traced. Let \(B\) be the operator \(Bu=G''_*[e,u]\), so that \(J(D)=J_*+B+O(\|e\|^2)\). Subtracting the adjoint equations at \(D\) and \(D_*\) gives \((1-J_*)^T(z(D)-z_*)=B^Tz_*+O(\|e\|^2)\). With \(R=-(1-J_*)e\) to first order,

\[
\langle z(D)-z_*,R\rangle=-\langle B^Tz_*,e\rangle+O(\|e\|^3)=-\langle z_*,G''_*[e,e]\rangle+O(\|e\|^3). \tag{13}
\]

Adding this to \(+\frac12\langle z_*,G''_*[e,e]\rangle\) gives the coefficient \(-\frac12\).

## How accurate the adjoint must be

Suppose an iterative solver returns \(\tilde z\) with the defect \(r=m-(1-J(D))^T\tilde z\). Repeating the step from (10) to (12) with \(\tilde z\) leaves

\[
P_c(D;\tilde z)-P_*=\langle r,e\rangle-\tfrac12\langle\tilde z,G''_D[e,e]\rangle+O(\|e\|^3). \tag{14}
\]

The error remains quadratic if \(r=O(\|e\|)\). A loose solution therefore suffices far from convergence, but the tolerance must tighten as the density improves.

The same holds for a weight \(z_0\) computed once, at an early density, and then kept. Since \(m=(1-J_*)^Tz_*\), the linear term of (8) becomes

\[
-\langle z_0-z_*,(1-J_*)e\rangle. \tag{15}
\]

With \(z_0\) fixed while \(e\to0\), the error is in general linear again, with a slope proportional to the error of the stale weight.

## Newton's step without the Newton density

Newton's method for \(R=0\) replaces \(D\) by \(D_N=D+(1-J(D))^{-1}R(D)\). Its dipole is, by linearity of \(P\) and the definition of the transpose,

\[
P(D_N)=P(D)+\langle m,(1-J)^{-1}R\rangle=P(D)+\langle(1-J)^{-T}m,R\rangle=P_c(D). \tag{16}
\]

The corrected dipole is thus the dipole of the Newton density, and its quadratic error is the quadratic convergence of Newton's method seen through one number. The direct solve has \(R\) on its right-hand side and removes the first-order error of every linear property at this one density. The adjoint solve has \(m\) there and serves one property. Neither solve is free: each iteration of an iterative solver costs one Fock-like build. For an easily converged molecule the same builds are better spent on the SCF itself. For the water example below, DIIS from the starting density brings the dipole error to \(2.1\times10^{-3}\ e a_0\) after three Fock builds and to about \(2\times10^{-6}\ e a_0\) after seven, whereas the fully solved correction at that density leaves \(2.3\times10^{-3}\ e a_0\).

A scalar model shows both the order and its limit. Let \(x\) be the deviation from the fixed point and let the map send it to \(jx+\frac12\kappa x^2\), with \(P-P_*=\mu x\). Then \(R=-(1-j)x+\frac12\kappa x^2\), the adjoint is \(z=\mu/(1-j-\kappa x)\), and

\[
P_c-P_*=\mu\,\frac{x(1-j-\kappa x)-(1-j)x+\frac12\kappa x^2}{1-j-\kappa x}
=-\frac{\mu\kappa x^2}{2(1-j-\kappa x)}. \tag{17}
\]

For small \(x\) this is quadratic with the sign of (12). When \(\kappa x\) approaches \(1-j\), the adjoint diverges and the correction is worse than useless.

## The Z-vector equation

To solve (9) one needs \(J\). Let the Fock matrix change by a small symmetric \(w\), and let \(w_{pq}=c_p^Twc_q\) in the orbitals of \(f(D)\), with energies \(\varepsilon_p\). First-order perturbation theory gives \(\delta c_i=\sum_{p\ne i}c_p\,w_{pi}/(\varepsilon_i-\varepsilon_p)\). In \(\delta G=2\sum_i(\delta c_i\,c_i^T+c_i\,\delta c_i^T)\), the matrix \(c_jc_i^T\) with both orbitals occupied appears with \(w_{ji}/(\varepsilon_i-\varepsilon_j)\) and with \(w_{ij}/(\varepsilon_j-\varepsilon_i)\), which cancel. Terms between occupied \(i\) and virtual \(a\) remain:

\[
\delta G=\chi_0[w]=2\sum_{ai}\frac{w_{ai}}{\varepsilon_i-\varepsilon_a}\left(c_ac_i^T+c_ic_a^T\right). \tag{18}
\]

Degenerate occupied orbitals do no harm, because one may choose them to diagonalize \(w\) within the degenerate set. A density change \(u\) alters the Fock matrix by \(V[u]\), so \(J=\chi_0V\).

Both factors are self-adjoint. From (18), \(\langle u,\chi_0[w]\rangle=4\sum_{ai}u_{ai}w_{ai}/(\varepsilon_i-\varepsilon_a)\), symmetric in \(u\) and \(w\); the kernel of \(V\) in (1) is unchanged when \(pq\) and \(rs\) are exchanged. Therefore \(J^T=V\chi_0\), and (9) reads

\[
z=m+V[X],\qquad X=\chi_0[z]. \tag{19}
\]

The matrix \(X\) has only occupied–virtual elements and their transposes. By (18), \(X_{ai}=2z_{ai}/(\varepsilon_i-\varepsilon_a)\), or \(z_{ai}=\frac12(\varepsilon_i-\varepsilon_a)X_{ai}\). Summing (1) over both \(X_{bj}\) and \(X_{jb}=X_{bj}\) gives

\[
V[X]_{ai}=\sum_{bj}\left[2(ai|bj)-\tfrac12(ab|ij)-\tfrac12(aj|bi)\right]X_{bj}. \tag{20}
\]

Insert these in the \(ai\) element of (19), multiply by \(-2\), and collect \(X\) on the left:

\[
(\varepsilon_a-\varepsilon_i)X_{ai}+\sum_{bj}\left[4(ai|bj)-(ab|ij)-(aj|bi)\right]X_{bj}=-2m_{ai}. \tag{21}
\]

This is the Z-vector equation. Its orbitals and energies are those of \(f(D)\), not orbitals derived from \(D\) itself. Once \(X\) is known, (19) gives the whole of \(z\), including its occupied–occupied and virtual–virtual blocks. These are needed because the residual has such blocks too: in general at first order in \(e\), and still at second order, the order of the error in (12), when \(D\) is idempotent.

## What the weight means

Add \(\lambda m\) to \(h\); this is a uniform electric field of strength \(-\lambda\) along the chosen axis. Differentiating the self-consistency condition at \(\lambda=0\) gives \(D'=\chi_0[m+V[D']]\). At \(D_*\), (19) gives the same equation for \(X_*\), and invertibility of \(1-J_*\) makes its solution unique. Hence \(X_*\) is the self-consistent density response to the field, and \(z_*=m+V[X_*]\) is the dipole operator together with the potential of the electrons that it disturbs: a dipole operator dressed by the electronic response. The Coulomb part of this response screens the field, but in Hartree–Fock theory the exchange part can outweigh it, so the dressing may strengthen the operator, as it does for the water molecule below: at \(D_*\) the polarizability along the symmetry axis is 3.31 a.u. from \(\chi_0\) alone, 2.52 a.u. with only the Coulomb part of \(V\) in the response, and 4.43 a.u. with the full \(V\).

Substituting (19) into (6) and using the symmetry of \(V\),

\[
P_c(D)=P(D)+\langle m,R\rangle+\langle V[X],R\rangle=P(G(D))+\langle X,V[R]\rangle. \tag{22}
\]

The corrected dipole is the output dipole plus the interaction of the response density with the residual density. If the electrons do not interact, \(V=0\), the map is constant, and the output dipole is already correct. The last term accounts for the feedback that a single diagonalization omits.

Equation (22) also shows that \(P_c\) of a neutral molecule does not depend on the origin, even if \(D\) has the wrong trace. A shift of origin adds a multiple of the unit matrix to \(m\). This leaves \(m_{ai}\), and so \(X\), unchanged, while \(G(D)\) always holds \(2n\) electrons, whose contribution cancels that of the nuclei.

## Where the estimate weakens

Let \(\sigma\) be the smallest singular value of \(1-J_*\). Then \(\|z_*\|\le\|m\|/\sigma\), and (7) gives \(\|e\|\le\|R\|/\sigma\) to leading order. If \(\|G''_*[e,e]\|\le K\|e\|^2\), (12) yields the leading-order bound

\[
|P_c-P_*|\le\frac{K\|m\|}{2\sigma}\|e\|^2\le\frac{K\|m\|}{2\sigma^3}\|R\|^2. \tag{23}
\]

Near an instability toward another real closed-shell density, where \(\sigma\to0\), a small residual is therefore no guarantee of a good corrected dipole. If an occupied and a virtual level cross between \(D_*\) and \(D\), the output density jumps and the Taylor expansion fails altogether.

For a smooth nonlinear property, \(m\) in (9) is replaced by the gradient \(P'(D)\). Then \(P(D)-P_*=\langle P'(D),e\rangle-\frac12P''[e,e]+O(\|e\|^3)\), so (12) gains the term \(-\frac12P''[e,e]\). The error stays quadratic, but the identity (16) with the Newton density holds only to first order: since \(D_N-D=-e+O(\|e\|^2)\), the dipole-like value \(P(D_N)\) differs from \(P_c(D)\) by \(\frac12P''[e,e]+O(\|e\|^3)\).

## The dipole of water

Take water with O–H lengths of 0.96 Å and an angle of 104.5°, in restricted Hartree–Fock theory with the 6-31G basis. The 13 basis functions and 5 occupied orbitals give \(8\times5=40\) unknowns in (21). The converged dipole along the symmetry axis is 1.0353 \(e a_0\) (2.6315 D). This is the reference for all errors below; electron correlation and the incompleteness of the basis lie outside the correction. The basis error is large: the Hartree–Fock dipole at this geometry falls to 0.787 \(e a_0\) (2.00 D) in aug-cc-pVDZ and 0.781 \(e a_0\) (1.985 D) in aug-cc-pVTZ, about 25% lower. The orbital gap is 0.704 hartree and \(\sigma=0.465\), so both assumptions hold comfortably at \(D_*\). In aug-cc-pVDZ these values drop to 0.545 hartree and 0.368.

At the starting density, with \(\|e\|=0.290\), the terms of (22) are

\[
1.3113-0.3071+0.0335=1.0377\ e a_0. \tag{24}
\]

The input dipole is 27% too large relative to the converged value. The first correction gives the output dipole, 1.0042 \(e a_0\), which is 3.0% too small. The feedback term brings the result to 1.0377 \(e a_0\) (2.6375 D), 0.23% too large. These percentages depend on the starting guess and the basis: atomic Hartree–Fock densities in 6-31G give +30%, −4.4% and +0.40%, and the present guess in aug-cc-pVDZ gives +44%, −14% and +1.1%. A Newton density built from a finite-difference Jacobian has the same dipole to the six decimals printed, as (16) requires. Self-consistent calculations in a small finite field likewise confirm that \(X_*\) is the response density.

One density cannot establish an order. Scale the starting error, \(D=D_*+te\), and compare the dipole errors in \(e a_0\):

| \(t\) | input | output | corrected |
|---|---|---|---|
| 1 | 2.76e-1 | −3.11e-2 | 2.34e-3 |
| 1/4 | 6.90e-2 | −7.47e-3 | 1.12e-4 |
| 1/16 | 1.73e-2 | −1.85e-3 | 6.56e-6 |
| 1/64 | 4.31e-3 | −4.62e-4 | 4.03e-7 |
| 1/256 | 1.08e-3 | −1.15e-4 | 2.51e-8 |

In the last step the output error falls by a factor of 4.00 and the corrected error by 16.07, close to \(4^2\). The coefficient is verified too. Second differences of the SCF map give \(\frac12\langle z_*,G''_*[e,e]\rangle=-0.001641\ e a_0\). The measured coefficient of \(t^2\) is \(+0.001641\) when \(z\) is solved at \(D\) and \(-0.001641\) when it is frozen at \(D_*\), with the signs of (12) and (8). A random symmetric error of equal norm passes the same test. At \(t=1\) the actual error, 0.00234 \(e a_0\), exceeds the quadratic prediction by 0.00070 \(e a_0\): higher orders still count there.

Keeping the weight from the starting density gives a slope of 0.00438 \(e a_0\) per unit \(t\), in agreement with (15). At \(t=1/256\) its error is 1.71e-5 \(e a_0\), about 7 times smaller than that of the output dipole but about 680 times larger than with the adjoint solved afresh.

In an actual SCF run the error changes direction as well as size. With the linear mixing \(D\leftarrow D+\frac12R\), the corrected error is \(-3.65\times10^{-5}\), \(-1.04\times10^{-6}\), \(5.59\times10^{-7}\) and \(2.29\times10^{-7}\ e a_0\) after 2, 4, 6 and 8 steps. It changes sign, and its ratio to \(\|e\|^2\) is not constant. Equation (12) permits this, since its quadratic form can take either sign; evaluated for each \(e\), it reproduces the signs and gives \(2.27\times10^{-7}\ e a_0\) at step 8. The input dipole is then still wrong by \(3.8\times10^{-3}\) and the output dipole by \(1.1\times10^{-3}\ e a_0\). The full set of values is in the numerical output below.

## Table of computed values

```
Water, RHF/6-31G; dipoles in e*a0 unless marked
O-H length 0.96 angstrom, angle 104.5 degree
basis functions 13, occupied orbitals 5
Z-vector unknowns 40
orbital gap at D* 0.7044 hartree
eigenvalues of J at D*: -0.5920 to 0.5189
smallest singular value of 1-J at D* 0.4649
converged dipole 1.035316 = 2.6315 debye
difference from independent solver 6.4e-09
Starting density:
  norm of density error 0.29039
  norm of residual 0.36199
  input dipole 1.311343
  <m,R> -0.307143
  output dipole 1.004200
  <X,V[R]> 0.033457
  corrected dipole 1.037657 = 2.6375 debye
  dipole of Newton density 1.037657
largest defect of adjoint equation 1.4e-09 a.u.
largest defect of response density 3.0e-07 a.u.
Coefficients of t^2: z solved at D, z frozen at D*, 1/2<z*,G''[e,e]>
  starting error: 0.001641 -0.001641 -0.001641
  random error: 0.001217 -0.001217 -0.001217
slope in t, output dipole: -0.029525, formula -0.029525
slope in t, stale z: 0.004382, formula 0.004382
Dipole errors: t, input, output, corrected, stale z
  1.000000 2.760e-01 -3.112e-02 2.340e-03 2.340e-03
  0.250000 6.901e-02 -7.473e-03 1.121e-04 9.811e-04
  0.062500 1.725e-02 -1.851e-03 6.556e-06 2.669e-04
  0.015625 4.313e-03 -4.617e-04 4.030e-07 6.804e-05
  0.003906 1.078e-03 -1.154e-04 2.508e-08 1.709e-05
last ratio, output 4.002, corrected 16.067
SCF run, mixing 0.5: step, |e|, input, output, corrected, predicted
  0 2.904e-01 2.760e-01 -3.112e-02 2.340e-03 1.641e-03
  2 7.490e-02 6.618e-02 1.208e-02 -3.651e-05 -3.721e-05
  4 2.882e-02 2.401e-02 5.958e-03 -1.039e-06 -1.165e-06
  6 1.196e-02 9.443e-03 2.547e-03 5.588e-07 5.453e-07
  8 5.260e-03 3.830e-03 1.093e-03 2.286e-07 2.271e-07
```
